# Exact Tensor Hypercontraction of Local Interactions from Gaussian Quadrature: a numerical check

```python
"""Exact tensor hypercontraction (THC) in a basis sqrt(w) * polynomial.

Result under test: for phi_i = sqrt(w) p_i, i = 0..n-1, with p_i orthonormal
under the weight w, and N = 2n-1 Gauss nodes x_P with weights omega_P,
  (ij|kl) = sum_PQ p_i(x_P) p_j(x_P) Z_PQ p_k(x_Q) p_l(x_Q)
  Z_PQ = omega_P omega_Q sum_mm' p_m(x_P) V_mm' p_m'(x_Q),  m,m' = 0..2n-2
  V_mm' = double integral of w p_m (x) V(x,y) w p_m' (y).
Main case: w = exp(-x^2), V = lam / sqrt((x-y)^2 + a^2).
Oscillator units: length b = sqrt(hbar/(m omega)), energy hbar*omega.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.hermite import hermgauss
from numpy.polynomial.legendre import leggauss
from scipy.special import eval_hermite, eval_legendre

n = 4
N = 2 * n - 1
a = 0.5
lam = 1.0


def interaction(distance):
    return lam / np.sqrt(distance**2 + a**2)


def polys(count, x):
    """Orthonormal Hermite polynomials by three-term recurrence."""
    x = np.asarray(x, dtype=float)
    p = [np.full_like(x, math.pi**-0.25)]
    if count > 1:
        p.append(math.sqrt(2.0) * x * p[0])
    for m in range(1, count - 1):
        p.append(math.sqrt(2 / (m + 1)) * x * p[m]
                 - math.sqrt(m / (m + 1)) * p[m - 1])
    return np.array(p[:count])


def pairs(values):
    """Products of all pairs of rows, as a matrix (pair, point)."""
    k = values.shape[0]
    return np.einsum('ip,jp->ijp', values, values).reshape(k * k, -1)


def max_error(left, right):
    return np.max(np.abs(left - right))


# Direct integrals from the definition, uniform grid in x and y.
h = 0.05
grid = np.arange(-180, 181) * h
phi = np.array([eval_hermite(i, grid) * np.exp(-grid**2 / 2)
                / math.sqrt(2.0**i * math.factorial(i) * math.sqrt(math.pi))
                for i in range(n)])
density = pairs(phi)
direct = h * h * density @ interaction(grid[:, None] - grid) @ density.T

# Auxiliary integrals V_mm' in centre and relative coordinates.
R, wR = hermgauss(20)
r, wr = leggauss(600)
r, wr = 9 * r, 9 * wr
x_pt = ((R[:, None] + r) / math.sqrt(2)).ravel()
y_pt = ((R[:, None] - r) / math.sqrt(2)).ravel()
w_pt = (wR[:, None] * wr * np.exp(-r**2)
        * interaction(math.sqrt(2) * r)).ravel()
V_aux = (polys(N, x_pt) * w_pt) @ polys(N, y_pt).T

# Gauss THC.
nodes, omega = hermgauss(N)
M = polys(N, nodes)
Z = (M * omega).T @ V_aux @ (M * omega)
B = pairs(polys(n, nodes))
thc = B @ Z @ B.T
err_thc = max_error(thc, direct)
assert err_thc < 1e-11
assert abs(Z.sum() / math.pi - direct[0, 0]) < 1e-11

# Triple products: exact with N nodes, wrong with N-1 nodes.
aux_grid = polys(N, grid) * np.exp(-grid**2 / 2)
triple = h * (density * np.exp(grid**2 / 2)) @ aux_grid.T
err_triple = max_error((B * omega) @ M.T, triple)
nodes6, omega6 = hermgauss(N - 1)
B6 = pairs(polys(n, nodes6))
err_triple6 = max_error((B6 * omega6) @ polys(N, nodes6).T, triple)
assert err_triple < 1e-11
assert err_triple6 > 1e-3

# Kernel form of the Lagrange polynomials and orthogonality of the node matrix.
probe = np.linspace(-2.3, 2.1, 9)
kernel_form = (M * omega).T @ polys(N, probe)
lagrange = np.array([np.prod([(probe - q) / (p - q) for q in nodes if q != p],
                             axis=0) for p in nodes])
assert max_error(kernel_form, lagrange) < 1e-10
U = M * np.sqrt(omega)
assert max_error(U.T @ U, np.eye(N)) < 1e-11

# Any other distinct nodes work too, with an explicit inverse.
even_nodes = np.linspace(-3, 3, N)
inverse = np.linalg.inv(polys(N, even_nodes))
B_even = pairs(polys(n, even_nodes))
thc_even = B_even @ (inverse @ V_aux @ inverse.T) @ B_even.T
err_even = max_error(thc_even, direct)
assert err_even < 1e-9

# Rank and the best possible middle matrix for N-1 Gauss nodes.
singular = np.linalg.svd(direct, compute_uv=False)
assert singular[N - 1] / singular[0] > 1e-6
assert singular[N] / singular[0] < 1e-12
projector6 = B6 @ np.linalg.pinv(B6)
residual6 = np.linalg.norm(direct - projector6 @ direct @ projector6)
assert residual6 > 0.999 * singular[N - 1]

# Point sampling of V: fails here, exact only for low polynomial degree.
Z_point = np.outer(omega, omega) * interaction(nodes[:, None] - nodes)
sampled = B @ Z_point @ B.T
err_point = max_error(sampled, direct)
assert err_point > 1e-3
sampling = {}
for s in (2 * n - 1, 2 * n):
    exact_s = h * density @ grid**s
    gauss_s = B @ (omega * nodes**s)
    full = np.outer(exact_s, exact_s)
    sampling[s] = max_error(np.outer(gauss_s, gauss_s), full) / np.abs(full).max()
assert sampling[2 * n - 1] < 1e-11
assert sampling[2 * n] > 1e-3

# Contact interaction delta(x-y), which has no point values.
t, wt = hermgauss(20)
aux_t = polys(N, t / math.sqrt(2))
V_contact = (aux_t * wt) @ aux_t.T / math.sqrt(2)
Z_contact = (M * omega).T @ V_contact @ (M * omega)
contact_thc = B @ Z_contact @ B.T
contact_direct = h * density @ density.T
err_contact = max_error(contact_thc, contact_direct)
assert err_contact < 1e-11
assert abs(contact_thc[0, 0] - 1 / math.sqrt(2 * math.pi)) < 1e-11

# Nonlocal case: the derivative matrix lies outside the span of the products.
step = 1e-4


def phi_at(x):
    return polys(n, x) * np.exp(-x**2 / 2)


slope = (phi_at(grid + step) - phi_at(grid - step)) / (2 * step)
derivative = (h * phi @ slope.T).ravel()
captured = np.linalg.norm(B @ np.linalg.pinv(B) @ derivative)
captured /= np.linalg.norm(derivative)
assert np.linalg.norm(derivative) > 1
assert captured < 1e-6

# Second weight: w = 1 on [-1,1], cusped interaction |x-y|, three functions.
n_leg = 3
N_leg = 2 * n_leg - 1


def legendre(x):
    return np.array([math.sqrt(i + 0.5) * eval_legendre(i, x)
                     for i in range(n_leg)])


g, wg = leggauss(20)
leg_direct = np.zeros((n_leg**2, n_leg**2))
for x0, w0 in zip(g, wg):
    inner = np.zeros(n_leg**2)
    for low, high in ((-1.0, x0), (x0, 1.0)):
        y = (high + low) / 2 + (high - low) / 2 * g
        inner += pairs(legendre(y)) @ (wg * (high - low) / 2 * np.abs(x0 - y))
    leg_direct += w0 * np.outer(pairs(legendre(np.array([x0])))[:, 0], inner)
leg_nodes = leggauss(N_leg)[0]
cardinal = []
for P in range(N_leg):
    others = np.delete(leg_nodes, P)
    cardinal.append(Polynomial.fromroots(others)
                    / float(np.prod(leg_nodes[P] - others)))
potential = [c.integ(2, lbnd=-1) + c.integ(2, lbnd=1) for c in cardinal]
Z_leg = np.array([[(c * u).integ(lbnd=-1)(1.0) for u in potential]
                  for c in cardinal])
B_leg = pairs(legendre(leg_nodes))
err_leg = max_error(B_leg @ Z_leg @ B_leg.T, leg_direct)
assert err_leg < 1e-11

print(f"basis functions n = {n}, Gauss nodes N = {N}")
print(f"softening length a = {a} b, strength lam = {lam} hbar*omega*b")
print("node x_P (b), Gauss weight omega_P (b):")
for P in range(N):
    print(f"  P={P + 1}: {nodes[P]:10.6f} {omega[P]:12.8f}")
print("Z_PQ (hbar*omega*b^2), rows P, columns Q:")
for row in Z:
    print("  " + " ".join(f"{v:10.6f}" for v in row))
print(f"sum of all Z_PQ = {Z.sum():.8f} hbar*omega*b^2")
print("integrals (hbar*omega): direct, THC, point sampling")
for i, j, k, l in ((0, 0, 0, 0), (0, 0, 1, 1), (0, 1, 0, 1),
                   (0, 2, 1, 1), (3, 3, 3, 3)):
    row, col = i * n + j, k * n + l
    print(f"  ({i}{j}|{k}{l}): {direct[row, col]:.8f} "
          f"{thc[row, col]:.8f} {sampled[row, col]:.8f}")
print(f"largest THC error, all integrals = {err_thc:.1e} hbar*omega")
print(f"largest point-sampling error = {err_point:.5f} hbar*omega")
print(f"largest error, equally spaced nodes -3..3 b = {err_even:.1e} hbar*omega")
print("singular values 1 to 8 of (ij|kl) (hbar*omega):")
print("  " + " ".join(f"{v:.3e}" for v in singular[:8]))
print(f"best-fit error norm, {N - 1} Gauss nodes = {residual6:.5f} hbar*omega")
print(f"triple-product error, {N} nodes = {err_triple:.1e} b^(-1/2)")
print(f"triple-product error, {N - 1} nodes = {err_triple6:.5f} b^(-1/2)")
for s, value in sampling.items():
    print(f"relative sampling error, V = x^{s} y^{s}: {value:.1e}")
print(f"contact (00|00), unit strength = {contact_thc[0, 0]:.8f} 1/b")
print(f"largest THC error, contact = {err_contact:.1e} 1/b")
print(f"derivative matrix, fraction captured by products = {captured:.1e}")
print(f"Legendre n = {n_leg}, N = {N_leg}, V = |x-y|: error = {err_leg:.1e}"
      " (dimensionless)")
print(f"stored numbers: full tensor {direct.size}, X and Z {n * N + Z.size}")
print("PASS")
```

Printed output:

```
basis functions n = 4, Gauss nodes N = 7
softening length a = 0.5 b, strength lam = 1.0 hbar*omega*b
node x_P (b), Gauss weight omega_P (b):
  P=1:  -2.651961   0.00097178
  P=2:  -1.673552   0.05451558
  P=3:  -0.816288   0.42560725
  P=4:   0.000000   0.81026462
  P=5:   0.816288   0.42560725
  P=6:   1.673552   0.05451558
  P=7:   2.651961   0.00097178
Z_PQ (hbar*omega*b^2), rows P, columns Q:
    0.000006  -0.000013   0.000387   0.000499  -0.000136   0.000056  -0.000003
   -0.000013   0.006177   0.023356   0.021246   0.012328   0.000313   0.000056
    0.000387   0.023356   0.332551   0.399136   0.087867   0.012328  -0.000136
    0.000499   0.021246   0.399136   1.177514   0.399136   0.021246   0.000499
   -0.000136   0.012328   0.087867   0.399136   0.332551   0.023356   0.000387
    0.000056   0.000313   0.012328   0.021246   0.023356   0.006177  -0.000013
   -0.000003   0.000056  -0.000136   0.000499   0.000387  -0.000013   0.000006
sum of all Z_PQ = 3.85877525 hbar*omega*b^2
integrals (hbar*omega): direct, THC, point sampling
  (00|00): 1.22828631 1.22828631 1.25364680
  (00|11): 0.95923487 0.95923487 0.96772954
  (01|01): 0.26905144 0.26905144 0.28593494
  (02|11): -0.00310328 -0.00310328 0.01517891
  (33|33): 0.75964137 0.75964137 0.77214235
largest THC error, all integrals = 2.6e-14 hbar*omega
largest point-sampling error = 0.06265 hbar*omega
largest error, equally spaced nodes -3..3 b = 2.6e-14 hbar*omega
singular values 1 to 8 of (ij|kl) (hbar*omega):
  3.431e+00 1.263e+00 6.894e-01 3.533e-01 1.513e-01 6.885e-02 3.250e-02 3.450e-16
best-fit error norm, 6 Gauss nodes = 0.12465 hbar*omega
triple-product error, 7 nodes = 1.8e-15 b^(-1/2)
triple-product error, 6 nodes = 3.35914 b^(-1/2)
relative sampling error, V = x^7 y^7: 4.5e-17
relative sampling error, V = x^8 y^8: 1.2e-01
contact (00|00), unit strength = 0.39894228 1/b
largest THC error, contact = 3.6e-16 1/b
derivative matrix, fraction captured by products = 3.2e-13
Legendre n = 3, N = 5, V = |x-y|: error = 1.3e-14 (dimensionless)
stored numbers: full tensor 256, X and Z 77
PASS
```
